# High-momentum tail and residual kinetic energy of norm-conserving pseudo-orbitals, part 1

(Sections cited here and not found follow in the second part.)

### Form of the answer

A norm-conserving pseudo-orbital \(\psi(\mathbf r)=r^{-1}u(r)\,Y_{l\mu}(\hat{\mathbf r})\) is a smooth trial function inside a radius \(r_c\), joined to the all-electron orbital outside. Suppose that \(u\) and its first \(M\) derivatives are continuous at \(r_c\) and that the next derivative jumps by \(J\). Dimensions fix how this joint appears at large wave number \(q\). Normalization \(\int u^2dr=1\) gives \(u\) the dimension \(\text{length}^{-1/2}\), so \(J\) has \(\text{length}^{-(M+3/2)}\). The radial amplitude \(\phi(q)\) in momentum space obeys \(\int q^2\phi^2dq=1\) and has \(\text{length}^{3/2}\). The transform is linear, so the tail produced by the joint is proportional to \(J\). For \(l=0\) the transform is \(q^{-1}\) times a one-dimensional sine transform of \(u\), and moving a singular point along a line changes only the phase of its one-dimensional transform, so \(r_c\) enters the leading term only through a phase \(qr_c\). For \(l>0\) the centrifugal term \(l(l+1)/r_c^2\) becomes negligible beside \(q^2\) and the same holds. With \(J\) and \(q\) as the only scales, \(\phi\sim Jq^{-a}\) requires \(a-(M+\tfrac32)=\tfrac32\). The kinetic energy carried above a cutoff \(q_c\) is quadratic in \(\phi\), so it has the form \((\hbar^2/m_e)J^2q_c^{-b}\), and an energy \(\hbar^2/(m_e\,\text{length}^2)\) requires \(b-(2M+3)=-2\):

\[
\phi\sim J\,q^{-(M+3)}\times(\text{oscillation in }qr_c),\qquad \Delta T\sim\frac{\hbar^2}{m_e}J^2q_c^{-(2M+1)} .\tag{1}
\]

Symmetry adds a condition. The product \(r^lY_{l\mu}\) is a polynomial in \(x,y,z\), and so is \(r^2\), but \(r=\sqrt{x^2+y^2+z^2}\) is not differentiable at the origin. The orbital is smooth there only if \(u/r^{l+1}\) contains even powers of \(r\) alone. An odd power makes the origin a second singular point with a tail of its own, and (1) is true only if that tail falls faster. The dimensional argument leaves open the coefficient, the phase, the size of the corrections and the exact condition at the origin.

### Momentum-space amplitude

Take \(\tilde\psi(\mathbf q)=(2\pi)^{-3/2}\int e^{-i\mathbf q\cdot\mathbf r}\psi\,d^3r\). Inserting the plane-wave expansion \(e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{l\mu}(-i)^lj_l(qr)Y_{l\mu}(\hat{\mathbf q})Y^*_{l\mu}(\hat{\mathbf r})\), the angular integral selects one term, and \(4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}\). Thus \(\tilde\psi=(-i)^l\phi(q)Y_{l\mu}(\hat{\mathbf q})\) with

\[
\phi(q)=\sqrt{\frac2\pi}\int_0^\infty r\,u\,j_l(qr)\,dr=\sqrt{\frac2\pi}\,\frac{F[u]}{q},\qquad F[u]=\int_0^\infty u(r)\,S(qr)\,dr,\tag{2}
\]

where \(S(y)=y\,j_l(y)\). The transform is unitary and turns \(-\hbar^2\nabla^2/2m_e\) into \(\hbar^2q^2/2m_e\), so \(T=(\hbar^2/2m_e)\int_0^\infty q^4\phi^2dq\). The residual kinetic energy is the part above the cutoff,

\[
\Delta T(q_c)=\frac{\hbar^2}{2m_e}\int_{q_c}^\infty q^4\phi^2\,dq=\frac{\hbar^2}{\pi m_e}\int_{q_c}^\infty q^2F^2\,dq .\tag{3}
\]

It is a property of the fixed atomic orbital. It is not the error of a self-consistent total energy, in which the orbital relaxes within the truncated basis, and that error is not treated here.

The assumptions on \(u\), with \([f]=f(r_c^+)-f(r_c^-)\), are these. (a) \(u\) is infinitely differentiable on \([0,r_c]\) and on \([r_c,\infty)\), and decays exponentially with all its derivatives. (b) \([u^{(n)}]=0\) for \(n\le M\) and \([u^{(M+1)}]=J\neq0\), with \(M\ge 0\) so that \(T\) is finite. (c) \(u/r^{l+1}\) is smooth on \([0,r_c]\), with Taylor expansion \(u=r^{l+1}\sum_{s\ge0}a_sr^s\).

### Properties of the kernel

Let \(L_l=-d^2/dy^2+l(l+1)/y^2\). On a power,

\[
L_l\,y^\sigma=-[\sigma(\sigma-1)-l(l+1)]\,y^{\sigma-2}=-(\sigma-l-1)(\sigma+l)\,y^{\sigma-2},\tag{4}
\]

as is seen by multiplying out the last product. Hence \(L_l\) annihilates \(y^{l+1}\) and \(y^{-l}\).

The functions \(S_l=yj_l\) are generated from \(S_0=\sin y\) by \(S_{l+1}=D_lS_l\) with \(D_l=-d/dy+(l+1)/y\). Let \(\bar D_l=d/dy+(l+1)/y\) and \(a=l+1\). Then \(\bar D_lD_lf=-f''+af'/y-af/y^2-af'/y+a^2f/y^2=L_lf\), and \(D_l\bar D_lf=-f''-af'/y+af/y^2+af'/y+a^2f/y^2=L_{l+1}f\). If \(L_lS_l=S_l\), then \(L_{l+1}D_lS_l=D_l\bar D_lD_lS_l=D_lS_l\), so \(L_lS_l=S_l\) for all \(l\) by induction from \(\sin y\). In the variable \(r\), with \(L=-d^2/dr^2+l(l+1)/r^2\),

\[
L\,S(qr)=q^2S(qr).\tag{5}
\]

For small \(y\) write \(S_l=\alpha_ly^{l+1}+\beta_ly^{l+3}+\dots\). Equation (4) with \(\sigma=l+3\) gives \(-2(2l+3)\beta_l=\alpha_l\). The operator \(D_l\) removes \(y^{l+1}\) and maps \(y^{l+3}\) to \(-2y^{l+2}\), so \(\alpha_{l+1}=\alpha_l/(2l+3)\), and from \(\alpha_0=1\)

\[
S(y)=\frac{y^{l+1}}{(2l+1)!!}\,[1+O(y^2)].\tag{6}
\]

For large \(y\), each \(D_l\) acts at leading order as \(-d/dy\), and \(-\cos(y-l\pi/2)=\sin(y-(l+1)\pi/2)\), so \(S\to\sin\chi\) with \(\chi=y-l\pi/2\). The next order follows from the trial solution \(e^{iy}h(y)\). The equation \(L_lS=S\) becomes \(h''+2ih'-l(l+1)h/y^2=0\), and \(h=\sum_nh_ny^{-n}\) gives, from the coefficient of \(y^{-n-2}\), \(h_{n+1}=i(l-n)(l+n+1)h_n/[2(n+1)]\). The series ends at \(n=l\), and \(h_1=il(l+1)h_0/2\). The real solution that tends to \(\sin\chi\) is \(\mathrm{Re}[-ie^{i\chi}h]\) with \(h_0=1\), so

\[
S=\sin\chi+\frac{l(l+1)}{2y}\cos\chi+O(y^{-2}),\qquad S'=\cos\chi-\frac{l(l+1)}{2y}\sin\chi+O(y^{-2}).\tag{7}
\]

Each \(1/y\) correction is a quarter period out of phase with the term it corrects. Equations (6) and (7) also give \(|S|\le C\min(1,y^{l+1})\le Cy^l\) for some constant \(C\).

### Green's identity and the boundary-term series

Plain integration by parts of (2) with the asymptotic form of \(j_l\) is not valid near \(r=0\), where \(qr\) is small. Equation (5) avoids this. Let \(v\) be any function smooth on each side of \(r_c\). On an interval of smoothness the centrifugal terms cancel in the difference,

\[
v\,LS-S\,Lv=-v\,\partial_r^2S+Sv''=\partial_r\left(Sv'-v\,\partial_rS\right),\tag{8}
\]

and \(\partial_rS(qr)=qS'(qr)\). Write \(B=Sv'-qvS'\). Integration over \((0,r_c)\) gives \(B(r_c^-)-B(0)\), and integration over \((r_c,\infty)\) gives \(-B(r_c^+)\) because \(v\) decays. Since \(S\) and \(S'\) are continuous, \(B(r_c^-)-B(r_c^+)=qS'[v]-S[v']\). With \(LS=q^2S\) on the left,

\[
F[v]=q^{-2}\left\{F[Lv]+qS'(qr_c)[v]-S(qr_c)[v']-B(0)\right\},\tag{9}
\]

where \(Lv\) means the function obtained on each side separately.

The origin term needs the small-\(r\) form of \(v=L^\nu u\). In (c) the terms with even \(s\) are \(r^{l+1}\) times even powers. The terms with odd \(s\) have exponent \(l+1+s=-l+(2l+1+s)\), that is \(r^{-l}\) times even powers. By (4), \(L\) lowers an exponent by two and annihilates the lowest member of each family, so every \(L^\nu u\) has the form \(r^{l+1}(\text{even series})+r^{-l}(\text{even series})\). A term \(r^\sigma\) contributes to \(B\) at order \(r^{\sigma+l}\) by (6), which vanishes at the origin unless \(\sigma=-l\). If \(b_\nu\) is the coefficient of \(r^{-l}\) in \(L^\nu u\),

\[
B(0)=b_\nu\,\frac{q^{l+1}}{(2l+1)!!}\,[-l-(l+1)]=-\frac{b_\nu\,q^{l+1}}{(2l-1)!!},\tag{10}
\]

with \((-1)!!=1\). All integrals converge at the origin, because \(r^{-l}S\sim r\). Applying (9) to \(u\), then to \(Lu\), and so on \(n\) times,

\[
F[u]=\sum_{\nu=0}^{n-1}q^{-2\nu-2}\left\{qS'[L^\nu u]-S[(L^\nu u)']+\frac{b_\nu\,q^{l+1}}{(2l-1)!!}\right\}+q^{-2n}F[L^nu].\tag{11}
\]

This is exact for every \(n\). The bound \(|S|\le C(qr)^l\) gives \(|F[L^nu]|\le Cq^l\int r^l|L^nu|\,dr\), and the integral is finite and independent of \(q\). The remainder is therefore \(O(q^{l-2n})\), and by (a) \(n\) may be taken as large as needed. The sum in (11) is then an asymptotic expansion of \(F\) in which only two points, \(r_c\) and \(0\), appear. An orbital smooth at both would have a transform falling faster than any power.

### The contribution of the joint

Repeated application of \(L\) gives \(L^\nu u=(-1)^\nu u^{(2\nu)}+{}\)lower derivatives of \(u\) multiplied by powers of \(1/r\), which are continuous at \(r_c\). By (b), \([L^\nu u]=0\) for \(2\nu\le M\) and \([(L^\nu u)']=0\) for \(2\nu+1\le M\). When the highest derivative is \(M+1\), the lower ones do not jump and the jump is \((-1)^\nu J\). In (11) the derivative of order \(2\nu\) comes with \(q^{-(2\nu+1)}\) and that of order \(2\nu+1\) with \(q^{-(2\nu+2)}\), so order \(n\) always comes with \(q^{-(n+1)}\).

For even \(M=2\nu\) the first surviving term is \(-(-1)^\nu JSq^{-(M+2)}\). With \(S\to\sin\chi\) at \(y=qr_c\) and \((-1)^\nu\sin\chi=\sin(\chi+M\pi/2)\), it equals \(-Jq^{-(M+2)}\sin(\chi+M\pi/2)\). For odd \(M=2\nu-1\) the first surviving term is \((-1)^\nu JS'q^{-(M+2)}\). With \(S'\to\cos\chi\) and \(\sin(\chi+\nu\pi-\pi/2)=-(-1)^\nu\cos\chi\), it takes the same form. The terms one power of \(q\) lower have two sources, the \(1/y\) corrections in (7) and the next jump in (11), which carries \(S'\) if the leading term carried \(S\) and the reverse. Both are a quarter period out of phase with the leading term. With \(k=qr_c\),

\[
F_{\rm joint}=-J\,q^{-(M+2)}\left[\sin\theta+\frac{\gamma}{k}\cos\theta+O(k^{-2})\right],\qquad\theta=k+\frac{(M-l)\pi}{2},\tag{12}
\]

where \(\gamma\) is a pure number that depends on \(l\) and on \(r_c[u^{(M+2)}]/J\). Through (2),

\[
\phi_{\rm joint}=-\sqrt{\frac2\pi}\;J\,q^{-(M+3)}\left[\sin\theta+O(k^{-1})\right].\tag{13}
\]

The power \(q^{-(M+3)}\) is an envelope. This term passes through zero at intervals \(\pi/r_c\), because the singularity lies on a sphere and the waves from its near and far sides interfere. The full amplitude has these zeros only where the joint term exceeds any non-oscillating term from the origin; for the Kerker \(1s\) orbital of the worked example \(F\) has no zero below \(k\approx54\), and the zeros just above that are unevenly spaced. The angular momentum affects the phase and leaves the power and the leading coefficient alone. Of the \(M+3\) powers, \(M+2\) come from integrating up to the jump and one comes from the factor \(1/q\) in (2), which belongs to three dimensions.

### The contribution of the origin

The term \(a_sr^{l+1+s}\) with odd \(s\) reaches \(r^{-l}\) after \(\nu=(2l+1+s)/2\) applications of \(L\), each supplying the factor in (4). Its power of \(q\) in (11) is \(l+1-2\nu-2=-(l+s+2)\). Hence

\[
F_{\rm origin}=\sum_{s\ {\rm odd}}A_s\,q^{-(l+s+2)},\qquad A_s=\frac{a_s}{(2l-1)!!}\prod_\sigma\left[-(\sigma-l-1)(\sigma+l)\right],\tag{14}
\]

with \(\sigma=l+1+s,\ l-1+s,\dots,-l+2\). No factor vanishes, since \(\sigma-l-1\) is odd and \(\sigma+l\ge2\). For \(l=0,\ s=3\) the factors are \(-12\) and \(-2\), so \(A_3=24a_3\). For \(l=1\) they are \(-18,-4,+2\), so \(A_3=144a_3\). For \(l=2\) and \(3\) the formula gives \(1152\) and \(11520\). These terms do not oscillate, since the singular point sits at the origin of the phase.

The exact hydrogen ground state checks (14). With Bohr radius \(a_0\), \(u=2a_0^{-3/2}re^{-r/a_0}\), and \(\int_0^\infty re^{-\kappa r}\sin qr\,dr=\mathrm{Im}(\kappa-iq)^{-2}=2\kappa q/(\kappa^2+q^2)^2\), so \(F\to4a_0^{-5/2}q^{-3}\). In (14), \(a_1=-2a_0^{-5/2}\) and the single factor is \(-2\), which gives the same value.

Comparing (12) with (14), the joint controls the tail if the lowest odd \(s\) with \(a_s\ne0\) obeys

\[
l+s>M .\tag{15}
\]

Continuity of \(M\) derivatives at \(r_c\) does not by itself imply (1). Condition (15) and assumption (a) are part of the statement.

### Residual kinetic energy

Insert (12) into (3) and set \(N=2M+2\). Changing the variable to \(k\),

\[
\Delta T=\frac{\hbar^2J^2r_c^{N-1}}{\pi m_e}\int_{k_c}^\infty k^{-N}\left[\sin^2\theta+\frac\gamma k\sin2\theta+O(k^{-2})\right]dk .\tag{16}
\]

Write \(\sin^2\theta=\tfrac12-\tfrac12\cos2\theta\). The constant part gives \(k_c^{-(N-1)}/[2(N-1)]\). Since \(d\theta=dk\), one integration by parts gives

\[
\int_{k_c}^\infty k^{-N}\cos2\theta\,dk=-\tfrac12k_c^{-N}\sin2\theta_c+\frac N2\int_{k_c}^\infty k^{-N-1}\sin2\theta\,dk,\tag{17}
\]

and a second gives

\[
\int_{k_c}^\infty k^{-N-1}\sin2\theta\,dk=\tfrac12k_c^{-N-1}\cos2\theta_c-\frac{N+1}2\int_{k_c}^\infty k^{-N-2}\cos2\theta\,dk .\tag{18}
\]

Each term on the right of (18) is at most \(\tfrac12k_c^{-N-1}\) in magnitude. The integral (18) is therefore \(O(k_c^{-N-1})\), two powers below the constant part. It is also the integral that multiplies \(\gamma\) in (16), so the out-of-phase term of \(F\) reaches \(\Delta T\) only at relative order \(k_c^{-2}\), as does the last term in the bracket. The integral in (16) is \(k_c^{-(N-1)}/[2(N-1)]+\tfrac14k_c^{-N}\sin2\theta_c+O(k_c^{-N-1})\). Factoring out the first term and using \(r_c^{N-1}k_c^{-(N-1)}=q_c^{-(N-1)}\),

\[
\Delta T(q_c)=\frac{\hbar^2J^2}{2\pi m_e(2M+1)}\,q_c^{-(2M+1)}\left[1+\frac{2M+1}{2q_cr_c}\sin2\theta_c+O\!\left((q_cr_c)^{-2}\right)\right].\tag{19}
\]

Unlike \(\phi\), the residual energy has a true power law as its leading term, because the integral averages \(\sin^2\theta\) to one half. In terms of \(E_{\rm cut}=\hbar^2q_c^2/2m_e\) it falls as \(E_{\rm cut}^{-(M+1/2)}\). The same steps with \(q^2\phi^2\) in place of \(q^4\phi^2\) show that the norm above the cutoff falls as \(q_c^{-(2M+3)}\).

The leading origin term alone gives, from (3) and (14), \(q^2F^2=A_s^2q^{-2(l+s)-2}\) and

\[
\Delta T_{\rm origin}=\frac{\hbar^2A_s^2}{\pi m_e\,[2(l+s)+1]}\,q_c^{-[2(l+s)+1]} .\tag{20}
\]

For \(l+s<M\), (20) replaces (19) and the exponent is \(2(l+s)+1\). For \(l+s=M\) the two have the same power and add, because the cross term oscillates and loses one power on integration. For \(l+s=M+1\) the origin term is a relative \(1/k\) correction to \(F\). Its square is of relative order \(k^{-2}\), and its product with \(\sin\theta\) becomes so after integration, so (19) stands as written, although the coefficient of \(k_c^{-2}\) can be large. The all-electron \(1s\) orbital has \(l+s=1\) and exponent 3.

Assumption (a) fails wherever the outer function has a singular point of its own. Each such point adds a term of the form (12) with its own radius, order and jump. A tabulated orbital interpolated by cubic splines generally has \(M=2\) at its interior knots, and at sufficiently large \(q\) those small jumps overtake a tail of higher \(M\). For \(l=0\), a spline of \(u\) whose second derivative does not vanish at \(r=0\) also contains a term in \(r^2\), so that \(l+s=1\), and by (14) this origin term eventually exceeds the contribution of the knots.

### The jump in terms of the potential

The screened pseudopotential \(V\) is defined by inverting the radial equation at the all-electron eigenvalue \(\varepsilon\), and it equals the all-electron potential outside \(r_c\):

\[
u''=W u,\qquad W=\frac{l(l+1)}{r^2}+\frac{2m_e}{\hbar^2}(V-\varepsilon).\tag{21}
\]

Let \(u(r_c)\neq0\) and \(M\ge1\). The \(n\)-th derivative of \(W=u''/u\) contains derivatives of \(u\) up to order \(n+2\), so \(W\) and \(V\) have continuous derivatives up to order \(M-2\). Differentiating (21) \(M-1\) times gives \(u^{(M+1)}=\sum_{i=0}^{M-1}\binom{M-1}{i}W^{(i)}u^{(M-1-i)}\), in which only \(W^{(M-1)}\) jumps:

\[
J=\frac{2m_e}{\hbar^2}\,u(r_c)\left[V^{(M-1)}\right].\tag{22}
\]

A jump in the \(n\)-th derivative of the potential at any radius where \(u\neq0\) thus corresponds to \(M=n+1\) at that radius.

For an orbital smooth on each side of \(r_c\) and satisfying (15), the joint gives an amplitude with envelope \(q^{-(M+3)}\) and a residual kinetic energy falling as \(q_c^{-(2M+1)}\), with a coefficient fixed by the jump \(J\). It remains to apply these results to the Kerker and Troullier-Martins forms, test them numerically, and see how far they hold at practical cutoffs for hydrogen \(1s\).
